Kraitchman's coordinate for a linear molecule and its missing sign

Nitrous oxide, N–N–O, supplies oxygen in the plasma deposition of silicon oxide. In the gas phase its rotational lines give a very precise rotational constant, but a linear molecule has just one such constant, and this one number cannot fix two bond lengths. Replacing an atom by a heavier isotope supplies a second constant. The question is what the pair of constants says about the place of the replaced atom, and what it leaves open.

Take first a rigid linear molecule. Its atoms, with masses m_i, lie on the z axis at positions z_i measured from the centre of mass. Then

Σ m_i z_i = 0,  M = Σ m_i,  I = Σ m_i z_i²,

where I is the moment of inertia about an axis through the centre of mass and perpendicular to the molecule. The rotational energies are hBJ(J+1), with B = h/(8π²I). With B in MHz and I in u Å², this reads I = 505379.008/B.

Let one atom, at position z, gain the mass Δm. In the Born–Oppenheimer approximation the electronic energy as a function of the nuclear positions does not depend on the nuclear masses, so the equilibrium distances between atoms stay the same. The centre of mass, however, moves. In the old coordinates its new position d follows from

(M + Δm) d = Σ m_i z_i + Δm z = Δm z,

because the old first moment vanishes. The new moment must be taken about d:

I' = Σ m_i (z_i − d)² + Δm (z − d)².

Expanding the squares gives

I' = Σ m_i z_i² + Δm z² − 2d (Σ m_i z_i + Δm z) + (M + Δm) d².

The first sum is I. The bracket equals (M + Δm) d by the equation for d, so the last two terms combine to −(M + Δm) d². Inserting d = Δm z/(M + Δm),

I' − I = Δm z² − (Δm)² z²/(M + Δm)
 = Δm z² (M + Δm − Δm)/(M + Δm)
 = μ z²,  μ = M Δm/(M + Δm).

This is Kraitchman's equation for a linear molecule. Solved for the coordinate, it reads

|z| = √[(I' − I)/μ].

Nothing was expanded in Δm, so within the rigid model the result holds for any added mass. The quantity μ is the reduced mass of the parent molecule and the extra mass, as if the two were separate bodies a distance |z| apart. For Δm much smaller than M, μ tends to Δm: the centre of mass hardly moves, and the added moment is Δm z². For Δm much larger than M, μ tends to M. The centre of mass then sits on the heavy atom, and the result I' = I + Mz² is the parallel-axis theorem for the original molecule turning about that atom.

A diatomic molecule provides a check by another route. With bond length r, its moment is m₁m₂r²/(m₁ + m₂). Adding Δm to atom 1 gives

I' − I = m₂r² [(m₁ + Δm)/(M + Δm) − m₁/M]
 = m₂r² [(m₁ + Δm)M − m₁(M + Δm)]/[M(M + Δm)]
 = m₂r² Δm (M − m₁)/[M(M + Δm)].

Since M − m₁ = m₂, this is (m₂r/M)² MΔm/(M + Δm). Atom 1 indeed lies at the distance m₂r/M from the centre of mass, so the factor in front is μ and the two results agree.

The sign is lost because I' depends on z through z² alone. An extra mass Δm placed at −z shifts the centre of mass by the same distance in the opposite direction and yields the same I'. The two places are mirror images with respect to the parent's centre of mass, yet the rest of the molecule need not be symmetric about that point. One place may be on the nitrogen side and the other on the oxygen side, with quite different bond lengths, while the two moments are identical.

Two kinds of sign must be kept apart. Reversing the z axis changes the sign of every coordinate and moves no atom. Every moment of inertia, of every isotopologue, is unchanged by this reversal, so no set of moments can fix the overall sign, and none needs to: it is a convention. The relative sign of two coordinates is a physical matter, since it says whether two atoms lie on the same side of the centre of mass. Single substitutions do not contain it, because each gives one square. The parent moment, written as Σ m_i z_i², is again a sum of squares and does not help unless the condition that the origin is the centre of mass is used as well.

One source of relative signs is the first moment. If every atom has been located, the correct signs satisfy Σ m_i z_i = 0. Reversing the signs of a group S of atoms changes this sum by −2 Σ_S m_i z_i, where the sum runs over the group. The wrong choice is therefore exposed unless the group's own first moment vanishes, as it does for an atom at the centre of mass or for a pair of equal atoms placed symmetrically about it.

A second source is a molecule substituted at two atoms a and b, with added masses Δ_a and Δ_b. Put M_ab = M + Δ_a + Δ_b. The centre of mass now moves by (Δ_a z_a + Δ_b z_b)/M_ab, and the expansion used above gives

I_ab − I = Δ_a z_a² + Δ_b z_b² − (Δ_a z_a + Δ_b z_b)²/M_ab.

The last square contains the cross term −2Δ_aΔ_b z_a z_b/M_ab, which is sensitive to the relative sign. With the squares z_a² and z_b² known from the single substitutions, multiplying by M_ab and rearranging gives

z_a z_b = [M_ab(Δ_a z_a² + Δ_b z_b² − I_ab + I) − Δ_a² z_a² − Δ_b² z_b²]/(2Δ_aΔ_b).

A positive product puts the atoms on the same side. Reversing the axis leaves the product as it was, so the overall sign remains free.

For a worked case, nitrous oxide was computed with restricted Hartree–Fock theory in the 6-31G(d) basis, with five spherical d functions per atom (the customary set of six Cartesian d functions gives slightly different values, for instance an r_NO longer by about 0.0006 Å). The equilibrium bond lengths are r_NN = 1.0919 Å and r_NO = 1.1779 Å. With the axis pointing from the end nitrogen to oxygen, the coordinates of N, N and O are −1.1726, −0.0807 and +1.0972 Å. The middle nitrogen is thus very near the centre of mass, on the side of the end nitrogen. The isotopologues are labelled below by their mass numbers in the order N–N–O, and all the spectroscopic constants are computed ones.

The rigid parent 14-14-16 has I = 38.600970 u Å² and M = 44.001063 u. For 15-14-16 the moment is 39.941489 u Å². The added mass is 0.997035 u, so

μ = 44.001063 × 0.997035/44.998098 = 0.974943 u,
|z| = √(1.340519/0.974943) = 1.1726 Å.

For 14-15-16 the moment rises by a mere 0.006348 u Å². Since μ is the same, z² = 0.006512 Å² and |z| = 0.0807 Å. Substitution of oxygen gives |z| = 1.0972 Å in the same way. All three magnitudes agree with the geometry from which the moments were made.

The ambiguity of the middle atom now has a concrete form. If it lies on the side of the end nitrogen,

r_NN = 1.1726 − 0.0807 = 1.0919 Å,  r_NO = 1.0972 + 0.0807 = 1.1779 Å.

If it lies on the oxygen side, r_NN = 1.2533 Å and r_NO = 1.0165 Å. Both sets of coordinates have the same squares, so both satisfy the three Kraitchman equations and give the same Σ m_i z_i². The first moment separates them: it is zero for the first and 2.26 u Å for the second. The origin of the second set is therefore not its centre of mass, and a molecule with those bond lengths would have the moment 38.601 − 2.26²/44.001 = 38.485 u Å², which is not that of the parent. Double substitution of the nitrogens gives z_a z_b = +0.0946 Å², which also selects the first. The size of this effect follows from the cross term: with I and the two squares held fixed, reversing the sign of the product changes the moment that the formula gives for 15-15-16 by 4Δ_aΔ_b|z_a z_b|/M_ab = 0.0082 u Å², or about 2.6 MHz in B.

A real molecule is never at rest in its equilibrium geometry. Its spectrum gives a ground-state constant B_0, and the moment I_0 calculated from it differs from the rigid moment I_e. Write ε = I_0 − I_e for the parent and ε' for the substituted species. Kraitchman's equation applied to ground-state moments yields a substitution coordinate z_s with

z_s² = [(I_e' + ε') − (I_e + ε)]/μ = z_e² + (ε' − ε)/μ.

The common part of the zero-point contribution cancels, and its change on substitution remains.

To find ε, let the molecule rotate in a plane with angular momentum L = ħJ and angular velocity Ω = L/I_e. To leading order in ħ, its energy is the classical energy plus half a quantum for each small oscillation about the steadily rotating shape. One oscillation is a tilt of the plane of rotation. A tilted molecule crosses the original plane at the rate of its rotation, so the tilt has frequency Ω and contributes ½ħΩ = ħ²J/(2I_e). Together with L²/(2I_e) this makes ħ²J(J+1)/(2I_e), the rigid-rotor energy. The other oscillations are the vibrations, whose frequencies ω_k change in proportion to L² when L is small, through bond stretching and Coriolis coupling. Hence

h(B_0 − B_e) = ½ħ d(Σ ω_k)/d(J²),

where the sum contains two stretches and two bends. For the parent this lowers B from 13092.39 to 13024.62 MHz; the finite steps used to build the potential surface leave these values and their difference uncertain by 0.1 to 0.3 MHz. Second-order vibration–rotation perturbation theory on the same potential surface gives the same shift to within one part in a thousand for each of the five isotopologues.

The resulting ε is 0.200851 u Å² for the parent, 0.205358 for 15-14-16, 0.198632 for 14-15-16 and 0.208904 for 14-14-18. Each is about half a per cent of the moment. The finite steps used to build the potential surface leave an uncertainty of about 0.001 u Å² in each ε, but it is nearly the same for all isotopologues, so the differences used below are much less affected. For the end nitrogen z_s² exceeds z_e² by

(0.205358 − 0.200851)/0.974943 = 0.0046 Å²,

and |z_s| = 1.1746 Å, which is 0.0020 Å above the equilibrium value. For oxygen |z_s| = 1.0991 Å, an excess of 0.0019 Å. For the middle nitrogen the change is negative:

z_s² = 0.006512 + (0.198632 − 0.200851)/0.974943 = 0.0042 Å²,

so |z_s| = 0.0651 Å, which is 19% below the equilibrium value. The change in z² is smaller than for the end atom, but it is set against a far smaller z². For small changes, differentiating μz² = I' − I gives

δ|z| = δ(I' − I)/(2μ|z|),

which grows without limit as the atom approaches the centre of mass. There the linear estimate itself fails. If ε' − ε is negative and larger in magnitude than μz_e², then z_s² is negative and no real coordinate exists. With the value of ε' − ε found here held fixed, that would happen for |z_e| below 0.048 Å.

The substitution bond lengths, with the middle atom on its correct side, are r_NN = 1.1095 Å and r_NO = 1.1642 Å. Relative to equilibrium the first is too long by 0.018 Å and the second too short by 0.014 Å. The errors have opposite signs because the middle atom's |z_s| is subtracted in one bond and added in the other. The sign choice itself survives. The first moment is 0.22 u Å for the correct arrangement and 2.04 u Å for the wrong one, and the double-substitution product is +0.0977 Å². For ground-state data the criterion is therefore the smaller first moment, not a zero one, and it is reliable when the coordinate errors contribute far less to the first moment than m|z| of the doubtful atom, here 0.91 u Å.

The first moment can also replace the poor coordinate. Keeping the two outer substitution coordinates and requiring Σ m_i z_i = 0 gives

z_mid = (14.0031 × 1.17456 − 15.9949 × 1.09913)/14.0031 = −0.0809 Å.

This comes with its sign relative to the outer atoms, and lies within 0.0003 Å of the equilibrium value. The bonds become 1.0937 and 1.1800 Å, each about 0.002 Å longer than at equilibrium. The agreement is this close because the two outer errors, each multiplied by the mass of its atom, almost cancel in the difference; where these products differ more, the estimate is poorer.

There is also a general relation between the substitution coordinates and the zero-point contribution. For small Δm, Kraitchman's equation gives z_s² = ∂I_0/∂m_i for each atom, so that Σ m_i z_s,i² = Σ m_i ∂I_0/∂m_i. If all masses are multiplied by λ, I_e is multiplied by λ. The vibrational Hamiltonian contains ħ and the masses only as ħ²/λ, so the leading relative zero-point correction, which is linear in ħ, scales as λ^(−1/2), and ε scales as λ^(1/2). Differentiating with respect to λ at λ = 1 gives

Σ m_i z_s,i² ≈ I_e + ½ε = I_0 − ½ε.

The substitution structure thus keeps about half of the zero-point contribution to the parent moment. In the example the left side is 38.7010 u Å² and I_e + ½ε is 38.7014 u Å². The relation restricts the sum over atoms, not the error of any one coordinate, and so offers no protection to the middle atom.

Two other sources of error are much smaller here. An error of 1 kHz in the constant of the substituted molecule changes |z| by 1.4×10⁻⁶ Å for the end nitrogen and by 1.9×10⁻⁵ Å for the middle one (at the rigid coordinates; about 2.3×10⁻⁵ Å at the smaller ground-state |z_s|), against a zero-point error of 0.016 Å for the latter. Centrifugal distortion adds −hDJ²(J+1)² to the energy, with D = 4.7 kHz for the parent. Apart from its splitting by the quadrupole moments of the nitrogen-14 nuclei, which is not treated here, the first line then lies at 2B − 4D, and taking half of it for B changes z_s² by at most 3×10⁻⁷ Å² for any of the three atoms. Better frequencies therefore do not cure the error of the middle coordinate; a vibrational correction or the first-moment condition reduces it. In this example the double-substitution product helps as well: 0.0977 Å² divided by the end atom's 1.1746 Å gives 0.0832 Å for the middle atom, much nearer to the equilibrium value than 0.0651 Å.

The computed molecule is not the real one. The basis is not converged: in 6-311G(d) the bonds are shorter by 0.006 Å (N–N) and 0.009 Å (N–O), B_0 is higher by about 180 MHz, and the middle atom has |z_e| = 0.0794 Å and |z_s| = 0.0632 Å. The pattern is unchanged, with a drop of 20%, a threshold of 0.048 Å and a first-moment coordinate within 0.0003 Å of equilibrium. Hartree–Fock theory omits electron correlation, and the real N–N bond is longer than the computed one by roughly 0.04 Å. From z_mid = (m_N r_NN − m_O r_NO)/M, such a lengthening at fixed r_NO would move the middle atom to about −0.068 Å. With ε' − ε unchanged, |z_s| would then be near 0.05 Å, so the small-coordinate error would be relatively larger than in the example. Also left out are zero-point terms of higher order and the fact that the electrons do not follow the nuclei as point masses attached to them. Temperature matters through the lines that are present. At 300 K the computed bend at 699 cm⁻¹ gives an excited-to-ground population ratio of 0.07; with the real bend near 600 cm⁻¹, a rough value, it would be about 0.11. These molecules have their own rotational constants, and their lines must not be taken for ground-state ones. Pressure matters as well. Substituting the middle atom moves the first line by only 2 × 1.386 = 2.8 MHz in the computed spectrum, while collisions broaden rotational lines by roughly a few MHz per Torr. At a deposition pressure near 1 Torr the weak line of the rarer species would be blended with that of the parent, so a measurement on this line calls for a sample at much lower pressure. The separation of the two species grows nearly in proportion to J + 1, so lines of higher J are less affected. The full set of constants and moments is in the numerical output.

Values computed for the example and the checks

```
N-N-O, RHF/6-31G(d); labels are mass numbers N-N-O
masses 14N, 15N, 16O, 18O (u): 14.0030740 15.0001089 15.9949146 17.9991596
I*B conversion constant (u A^2 MHz): 505379.008
parent mass M (u): 44.001063
equilibrium r_NN, r_NO (A): 1.09190 1.17791
true signed z of N, N, O (A): -1.17259 -0.08069 +1.09721
harmonic bend, stretches (cm^-1): 699 1401 2640
14-14-16: B_e, B_0 (MHz): 13092.3915 13024.6210
14-14-16: I_e, I_0, I_0-I_e (u A^2): 38.600970 38.801821 0.200851
15-14-16: B_e, B_0 (MHz): 12652.9837 12588.2614
15-14-16: I_e, I_0, I_0-I_e (u A^2): 39.941489 40.146847 0.205358
14-15-16: B_e, B_0 (MHz): 13090.2387 13023.2351
14-15-16: I_e, I_0, I_0-I_e (u A^2): 38.607318 38.805950 0.198632
14-14-18: B_e, B_0 (MHz): 12353.8204 12291.0551
14-14-18: I_e, I_0, I_0-I_e (u A^2): 40.908722 41.117626 0.208904
15-15-16: B_e, B_0 (MHz): 12652.0587 12588.0834
15-15-16: I_e, I_0, I_0-I_e (u A^2): 39.944409 40.147415 0.203006
end N: dm, mu (u): 0.997035 0.974943
end N: I'-I rigid, ground state (u A^2): 1.340519 1.345027
end N: z^2 rigid, ground state (A^2): 1.374972 1.379595
end N: |z| rigid, ground state (A): 1.17259 1.17456
mid N: dm, mu (u): 0.997035 0.974943
mid N: I'-I rigid, ground state (u A^2): 0.006348 0.004129
mid N: z^2 rigid, ground state (A^2): 0.006512 0.004235
mid N: |z| rigid, ground state (A): 0.08069 0.06508
O: dm, mu (u): 2.004245 1.916929
O: I'-I rigid, ground state (u A^2): 2.307753 2.315806
O: z^2 rigid, ground state (A^2): 1.203880 1.208081
O: |z| rigid, ground state (A): 1.09721 1.09913
(a negative z^2 is reported as |z| = 0)
signs end N -, mid N -, O -: sum m z rigid, ground (u A): -35.0997 -34.9392
signs end N -, mid N -, O +: sum m z rigid, ground (u A): -0.0000 +0.2217
signs end N -, mid N +, O -: sum m z rigid, ground (u A): -32.8398 -33.1166
signs end N -, mid N +, O +: sum m z rigid, ground (u A): +2.2599 +2.0443
rigid: r_NN, r_NO, mid N on end-N side (A): 1.09190 1.17791
rigid: r_NN, r_NO, mid N on O side (A): 1.25329 1.01652
ground state: r_NN, r_NO, mid N on end-N side (A): 1.10948 1.16421
ground state: r_NN, r_NO, mid N on O side (A): 1.23964 1.03405
z_endN*z_midN from double substitution, rigid (A^2): +0.09462
same from ground-state moments (A^2): +0.09773
|z| error from 1 kHz in B', end N, mid N, O (A): 1.4e-06 1.9e-05 7.9e-07
parent centrifugal constant D (kHz): 4.7305
z^2 change if half the first line is used as B (A^2): -2.7e-07 +3.4e-08 +2.0e-07
bend-excited to ground population at 300 K: 0.070
```
